# The Magnon Gap Error of the Transverse-Spin Ladder: verification in Python

```python
"""Gap error of the transverse-spin ladder in a ferromagnetic Hubbard model.

Result under test: the q=0 magnon pole lies at Delta - U*m, where
  Delta = exchange splitting E_down - E_up of the reference bands,
  U     = interaction used in the ladder,
  m     = n_up - n_down per site from the occupations used in the ladder.
The pole is gapless only for Delta = U*m.  Otherwise the ladder behaves as if
a Zeeman splitting b = Delta - U*m were present.
Energies are in units of the hopping t, wavevectors in 1/lattice constant.
"""
import numpy as np
from scipy import sparse
from scipy.constants import physical_constants
from scipy.optimize import brentq
from scipy.special import expit


# ---------- exact many-body test: ring with a filled up-spin band ----------
def annihilators(n_orb):
    """Jordan-Wigner annihilation operators in the full Fock space."""
    lower = sparse.csr_matrix([[0.0, 1.0], [0.0, 0.0]])
    parity = sparse.diags([1.0, -1.0])
    one = sparse.identity(2)
    ops = []
    for j in range(n_orb):
        op = sparse.identity(1)
        for i in range(n_orb):
            factor = parity if i < j else (lower if i == j else one)
            op = sparse.kron(op, factor, format="csr")
        ops.append(op)
    return ops


def exact_spin_flip_energies(n, u, b):
    c = annihilators(2 * n)
    num = [(op.T @ op).tocsr() for op in c]
    ham = sparse.csr_matrix(c[0].shape)
    for i in range(n):
        j = (i + 1) % n
        for s in (0, n):
            hop = c[s + i].T @ c[s + j]
            ham = ham - hop - hop.T
        ham = ham + u * num[i] @ num[n + i]
        ham = ham - 0.5 * b * (num[i] - num[n + i])
    ham = ham.tocsr()
    n_up = sum(x.diagonal() for x in num[:n])
    n_dn = sum(x.diagonal() for x in num[n:])
    ref = np.where((n_up == n) & (n_dn == 0))[0]
    sec = np.where((n_up == n - 1) & (n_dn == 1))[0]
    e_ref = ham[ref][:, ref].toarray()[0, 0]
    return np.linalg.eigvalsh(ham[sec][:, sec].toarray()) - e_ref


ed_sites, ed_u, ed_b = 5, 6.0, 0.3
exact = exact_spin_flip_energies(ed_sites, ed_u, ed_b)
ring_eps = -2 * np.cos(2 * np.pi * np.arange(ed_sites) / ed_sites)
ladder = []
for iq in range(ed_sites):
    pair = np.roll(ring_eps, -iq) - ring_eps + ed_u + ed_b
    ladder.extend(np.linalg.eigvalsh(np.diag(pair) - ed_u / ed_sites))
ed_error = np.max(np.abs(np.sort(ladder) - exact))
ed_gap = exact[np.argmin(np.abs(exact - ed_b))]
assert ed_error < 1e-9
assert abs(ed_gap - ed_b) < 1e-9


# ---------- real-space time-dependent Hartree-Fock, partial occupations -----
def tdhf_check(u, delta, n=8, mu=-0.8, kt=0.4):
    """Linearize i d(rho)/dt = [h(rho), rho]; compare with ladder formulas."""
    k = 2 * np.pi * np.arange(n) / n
    eps = -2 * np.cos(k)
    f_up = expit(-(eps - delta / 2 - mu) / kt)
    f_dn = expit(-(eps + delta / 2 - mu) / kt)
    m = np.mean(f_up - f_dn)
    b = delta - u * m
    x = np.arange(n)
    wave = np.exp(1j * np.outer(x, k)) / np.sqrt(n)
    r_up = (wave * f_up) @ wave.conj().T
    r_dn = (wave * f_dn) @ wave.conj().T
    hop = np.zeros((n, n))
    for i in range(n):
        hop[i, (i + 1) % n] = hop[(i + 1) % n, i] = -1.0
    rho0 = np.zeros((2 * n, 2 * n), complex)
    rho0[:n, :n], rho0[n:, n:] = r_up, r_dn

    def flow(rho):
        h = np.zeros_like(rho)
        h[:n, :n] = hop + np.diag(u * np.diag(rho[n:, n:]) - b / 2)
        h[n:, n:] = hop + np.diag(u * np.diag(rho[:n, :n]) + b / 2)
        h[n:, :n] = -u * np.diag(np.diag(rho[n:, :n]))
        h[:n, n:] = -u * np.diag(np.diag(rho[:n, n:]))
        return h @ rho - rho @ h

    assert np.max(np.abs(flow(rho0))) < 1e-12     # stationary reference
    liouville = np.zeros((n * n, n * n), complex)
    for i in range(n):
        for j in range(n):
            d = np.zeros_like(rho0)
            d[n + i, j] = 1.0
            change = (flow(rho0 + d) - flow(rho0 - d)) / 2
            liouville[:, i * n + j] = change[n:, :n].ravel()
    err_chi = err_moment = 0.0
    for iq in range(n):
        phase = np.exp(1j * k[iq] * x)
        probe = np.diag(phase)
        source = (probe @ r_up - r_dn @ probe).ravel()

        def project(vec):
            return np.mean(phase.conj() * np.diag(vec.reshape(n, n)))

        df = f_up - np.roll(f_dn, -iq)
        pair = delta + np.roll(eps, -iq) - eps
        for z in (0.2 + 0.3j, 1.1 + 0.5j, -0.7 + 0.4j):
            direct = project(np.linalg.solve(
                liouville - z * np.eye(n * n), source))
            chi0 = np.mean(df / (pair - z))
            err_chi = max(err_chi, abs(direct - chi0 / (1 - u * chi0)))
        kinetic = np.mean(f_up * (np.roll(eps, -iq) - eps)
                          + f_dn * (np.roll(eps, iq) - eps))
        first = project(liouville @ source)
        err_moment = max(err_moment, abs(project(source) - m),
                         abs(first - kinetic - m * b))
    rotation = (r_up - r_dn).ravel()              # global spin rotation
    err_mode = np.max(np.abs(liouville @ rotation - b * rotation))
    assert err_chi < 1e-9 and err_moment < 1e-10 and err_mode < 1e-10
    return m, b, err_chi, err_moment


tdhf_delta = 1.5
tdhf_runs = [(u,) + tdhf_check(u, tdhf_delta) for u in (3.0, 9.0)]

# ---------- worked example: saturated square-lattice ferromagnet ------------
t2, u_true, mu_up, grid = 0.45, 4.0, -1.35, 40
axis = 2 * np.pi * (np.arange(grid) + 0.5) / grid
kx, ky = [a.ravel() for a in np.meshgrid(axis, axis, indexing="ij")]


def band(px, py):
    return (-2 * (np.cos(px) + np.cos(py))
            + 4 * t2 * np.cos(px) * np.cos(py))


eps = band(kx, ky)
occ = eps < mu_up
ox, oy, oe = kx[occ], ky[occ], eps[occ]
n_k = eps.size
filling = occ.sum() / n_k                         # equals m when saturated
delta_sc = u_true * filling
assert eps.min() + 0.9 * delta_sc > mu_up         # down band stays empty


def pair_energies(qx, qy, delta):
    return band(ox + qx, oy + qy) - oe + delta


def magnon(qx, qy, delta, u):
    """Pole of the ladder below all spin-flip pair energies."""
    pair = pair_energies(qx, qy, delta)
    edge = pair.min()
    return brentq(lambda w: 1 - u * np.sum(1 / (pair - w)) / n_k,
                  edge - 1.01 * u * filling, edge - 0.5 * u / n_k,
                  xtol=1e-14, rtol=1e-14)


def stiffness(u):
    curv = 2 * np.cos(ox) - 4 * t2 * np.cos(ox) * np.cos(oy)
    vel = 2 * np.sin(ox) - 4 * t2 * np.sin(ox) * np.cos(oy)
    return (0.5 * curv.sum() / n_k
            - (vel**2).sum() / n_k / (u * filling)) / filling


u_low, u_high = 0.9 * u_true, 1.01 * u_true
gap_low = magnon(0, 0, delta_sc, u_low)
gap_high = magnon(0, 0, delta_sc, u_high)
assert abs(magnon(0, 0, delta_sc, u_true)) < 1e-10
assert abs(gap_low - (delta_sc - u_low * filling)) < 1e-10
assert abs(gap_high - (delta_sc - u_high * filling)) < 1e-10

# pole equation against direct diagonalization of the pair matrix
for qx, qy in ((np.pi / 4, 0.0), (np.pi / 2, np.pi / 2)):
    matrix = np.diag(pair_energies(qx, qy, delta_sc)) - u_low / n_k
    lowest = np.linalg.eigvalsh(matrix)[0]
    assert abs(lowest - magnon(qx, qy, delta_sc, u_low)) < 1e-9

# stiffness formula against finite differences of the pole (Richardson)
for delta, u in ((delta_sc, u_true), (delta_sc, u_low)):
    w0, h = magnon(0, 0, delta, u), 0.02
    d1 = (magnon(h, 0, delta, u) - w0) / h**2
    d2 = (magnon(2 * h, 0, delta, u) - w0) / (2 * h)**2
    assert abs((4 * d1 - d2) / 3 - stiffness(u)) < 1e-4

q_list = [0.0, np.pi / 8, np.pi / 4, np.pi / 2]
rows = []
for q in q_list:
    good = magnon(q, 0, delta_sc, u_true)
    bad = magnon(q, 0, delta_sc, u_low)
    reset = magnon(q, 0, u_low * filling, u_low)
    edge = pair_energies(q, 0, delta_sc).min()
    assert abs(bad - reset - gap_low) < 1e-9      # rigid shift
    rows.append((q, good, bad, reset, edge))

mesh = np.pi * np.arange(7) / 6
lowest_magnon = min(magnon(a, b, delta_sc, u_true)
                    for a in mesh for b in mesh if a + b > 0)
q_zero = brentq(lambda q: magnon(q, 0, delta_sc, u_high), 0, np.pi / 3)
q_zero_est = np.sqrt(-gap_high / stiffness(u_high))

hopping_ev = 0.25
mu_b = physical_constants["Bohr magneton in eV/T"][0]
field = gap_low * hopping_ev / (2 * mu_b)         # g = 2

# ---------- thermal, partly polarized case: unconverged splitting -----------
kt = 0.2


def thermal_state(delta):
    """Moment and thermal densities of states at fixed total filling."""
    def occupations(mu):
        return (expit(-(eps - delta / 2 - mu) / kt),
                expit(-(eps + delta / 2 - mu) / kt))
    mu = brentq(lambda x: sum(f.mean() for f in occupations(x)) - filling,
                -12, 12, xtol=1e-13)
    up, dn = occupations(mu)
    return (up.mean() - dn.mean(), np.mean(up * (1 - up)) / kt,
            np.mean(dn * (1 - dn)) / kt)


def thermal_gap(delta):
    return delta - u_true * thermal_state(delta)[0]


delta_th = brentq(thermal_gap, 0.3, u_true * filling, xtol=1e-12)
m_th, rho_up, rho_dn = thermal_state(delta_th)
factor = 1 - u_true * 2 * rho_up * rho_dn / (rho_up + rho_dn)
step = 1e-3
numeric = (thermal_gap(delta_th + step)
           - thermal_gap(delta_th - step)) / (2 * step)
assert m_th > 0.05
assert abs(numeric - factor) < 1e-3               # O(step^2) difference error
offset = 0.05
gap_offset = thermal_gap(delta_th + offset)

# ---------- output ----------------------------------------------------------
print("EXACT RING, filled up band")
print(f"sites {ed_sites}, U = {ed_u:.1f} t, Zeeman b = {ed_b:.2f} t")
print(f"exact level at the Larmor energy = {ed_gap:.6f} t")
print(f"max |exact - ladder|, all levels = {ed_error:.1e} t")
print("TIME-DEPENDENT HARTREE-FOCK, 8-site ring")
print(f"splitting Delta = {tdhf_delta:.2f} t, mu = -0.8 t, kT = 0.4 t")
for u, m, b, e_chi, e_mom in tdhf_runs:
    print(f"U = {u:.1f} t: m = {m:.5f}, gap = {b:+.5f} t")
    print(f"  response error {e_chi:.1e} 1/t, moments {e_mom:.1e}")
print("SQUARE LATTICE, saturated, zero temperature")
print(f"t' = {t2:.2f} t, U = {u_true:.2f} t, k grid {grid} x {grid}")
print(f"up-spin Fermi level in eps = {mu_up:.2f} t")
print(f"band bottom in eps = {eps.min():.4f} t")
print(f"filling n = moment m = {filling:.5f} per site")
print(f"consistent splitting U m = {delta_sc:.5f} t")
print(f"ladder U 10% low = {u_low:.3f} t, gap = {gap_low:+.5f} t")
print(f"ladder U 1% high = {u_high:.3f} t, gap = {gap_high:+.5f} t")
print("Magnon energies along x, in t; columns:")
print("q/pi, consistent, U 10% low, Delta reset, pair edge")
for q, good, bad, reset, edge in rows:
    print(f"{q/np.pi:.3f} {good + 0.0:9.5f} {bad:9.5f}"
          f" {reset + 0.0:9.5f} {edge:9.5f}")
print(f"lowest consistent magnon, q mesh without 0 = {lowest_magnon:.5f} t")
print(f"stiffness D at U = {stiffness(u_true):.5f} t a^2")
print(f"stiffness D at 0.9 U = {stiffness(u_low):.5f} t a^2")
print(f"U 1% high: energy negative up to q = {q_zero:.4f} /a")
print(f"  estimate sqrt(-gap/D) = {q_zero_est:.4f} /a")
print(f"for t = {hopping_ev:.2f} eV: 10% gap = "
      f"{1000 * gap_low * hopping_ev:.2f} meV")
print(f"equivalent spurious field (g = 2) = {field:.1f} T")
print("THERMAL CASE, same lattice, U and filling")
print(f"kT = {kt:.2f} t, converged Delta = {delta_th:.5f} t")
print(f"moment m = {m_th:.5f} per site")
print(f"rho_up = {rho_up:.5f} 1/t, rho_down = {rho_dn:.5f} 1/t")
print(f"factor 1 - U dm/dDelta: formula {factor:.5f}")
print(f"factor by finite difference = {numeric:.5f}")
print(f"Delta too large by {offset:.2f} t: gap = {gap_offset:+.5f} t")
print(f"  first-order estimate = {factor * offset:+.5f} t")
print("every check passed")
```

Output:

```
EXACT RING, filled up band
sites 5, U = 6.0 t, Zeeman b = 0.30 t
exact level at the Larmor energy = 0.300000 t
max |exact - ladder|, all levels = 5.3e-15 t
TIME-DEPENDENT HARTREE-FOCK, 8-site ring
splitting Delta = 1.50 t, mu = -0.8 t, kT = 0.4 t
U = 3.0 t: m = 0.28667, gap = +0.64000 t
  response error 1.1e-15 1/t, moments 5.6e-16
U = 9.0 t: m = 0.28667, gap = -1.07999 t
  response error 4.8e-16 1/t, moments 6.1e-16
SQUARE LATTICE, saturated, zero temperature
t' = 0.45 t, U = 4.00 t, k grid 40 x 40
up-spin Fermi level in eps = -1.35 t
band bottom in eps = -2.1987 t
filling n = moment m = 0.40750 per site
consistent splitting U m = 1.63000 t
ladder U 10% low = 3.600 t, gap = +0.16300 t
ladder U 1% high = 4.040 t, gap = -0.01630 t
Magnon energies along x, in t; columns:
q/pi, consistent, U 10% low, Delta reset, pair edge
0.000  -0.00000   0.16300  -0.00000   1.63000
0.125   0.03344   0.19261   0.02961   1.16859
0.250   0.12440   0.27460   0.11160   0.98413
0.500   0.32855   0.45313   0.29013   0.86677
lowest consistent magnon, q mesh without 0 = 0.05864 t
stiffness D at U = 0.21902 t a^2
stiffness D at 0.9 U = 0.19181 t a^2
U 1% high: energy negative up to q = 0.2718 /a
  estimate sqrt(-gap/D) = 0.2713 /a
for t = 0.25 eV: 10% gap = 40.75 meV
equivalent spurious field (g = 2) = 352.0 T
THERMAL CASE, same lattice, U and filling
kT = 0.20 t, converged Delta = 1.60065 t
moment m = 0.40016 per site
rho_up = 0.27122 1/t, rho_down = 0.01803 1/t
factor 1 - U dm/dDelta: formula 0.86473
factor by finite difference = 0.86473
Delta too large by 0.05 t: gap = +0.04391 t
  first-order estimate = +0.04324 t
every check passed
```
